# Multiplet intensities in 4f photoemission and the 3s exchange splitting

Let an ion start in a pure $LS$ level $l^n\alpha SLJ$ and lose one $l$ electron ($l=3$ for 4f). The strength of the final level $l^{n-1}\alpha'S'L'J'$ is

$$
I(J')=n\,c^2\sum_{j=l\pm1/2}(2S+1)(2L+1)(2J'+1)(2j+1)
\begin{Bmatrix}S'&\tfrac12&S\\L'&l&L\\J'&j&J\end{Bmatrix}^2 ,\tag{1}
$$

where $c$ is the coefficient of fractional parentage of $\alpha'S'L'$ in $\alpha SL$. It is thus the squared parentage coefficient, recoupled to $J'$ and $j$, summed over $j$ and multiplied by the number of equivalent electrons.

If instead an $s$ electron is removed from a closed shell beside an open shell $l^n$ of spin $S$, the final total spin is $S\pm\frac12$. Within the single configuration $s^1l^n$, and without spin–orbit coupling,

$$
E(S-\tfrac12)-E(S+\tfrac12)=\frac{(2S+1)\,G^l}{2l+1},\qquad
\frac{I(S+\frac12)}{I(S-\frac12)}=\frac{S+1}{S}.\tag{2}
$$

For a 3s hole beside 3d, $l=2$ and the splitting is $(2S+1)G^2/5$. For $S=0$ there is a single line. Atomic units are used in the algebra.

## From the dipole amplitude to a removal strength

Assume the sudden limit, in which the departing photoelectron does not change the state of the ion it leaves. Assume also that the orbitals of the ion are those of the initial state, so that relaxation is neglected. Let $a_p$ remove an electron from the spin-orbital $p=(m,\sigma)$, and let $d_{kp}$ be the dipole amplitude from $p$ to the photoelectron state $k$. Summed over all emission angles and spins, and averaged over equally populated $M$, the intensity is

$$
W(J')=\sum_{pq}\rho_{pq}N_{pq},\quad \rho_{pq}=\sum_k d_{kp}^*d_{kq},\quad
N_{pq}=\frac1{2J+1}\sum_M\langle JM|a_p^\dagger P_{J'}a_q|JM\rangle ,\tag{3}
$$

where $P_{J'}$ projects on the whole final level. Both $P_{J'}$ and $\sum_M|JM\rangle\langle JM|$ are unchanged by rotations, so $N$ commutes with rotations of one electron. The spin-orbitals of the shell contain each $j=l\pm\frac12$ once. With $\Pi_j$ the projector on $j$, it follows that

$$
N=\sum_j\frac{w_j}{2j+1}\Pi_j,\qquad w_j=\mathrm{Tr}(\Pi_jN).\tag{4}
$$

Now assume that the radial dipole amplitudes are the same for both $j$ and for all final levels. Then $\rho$ is an orbital matrix $r$ times the unit matrix in spin. The spin trace of $\Pi_j$ is a rotation-invariant matrix in the $2l+1$ orbitals, hence a multiple of the unit matrix, and its full trace is $2j+1$. The multiple is therefore $(2j+1)/(2l+1)$, and

$$
W(J')=\sum_j\frac{w_j}{2j+1}\,\frac{2j+1}{2l+1}\,\mathrm{Tr}\,r
=\frac{\mathrm{Tr}\,r}{2l+1}\,I(J'),\qquad I(J')=\mathrm{Tr}\,N=\sum_p N_{pp}.\tag{5}
$$

The prefactor is common to all lines, even for linearly polarized light. If only one $M$ is populated, $N$ need not have the form (4), and relative intensities can depend on polarization.

## Parentage and recoupling

Separate the last electron from the antisymmetric initial state:

$$
|l^n\alpha SLJM\rangle=\sum_{\alpha'S'L'}c_{\alpha'S'L'}\,
|(l^{n-1}\alpha'S'L',\,l_n)SLJM\rangle .\tag{6}
$$

Up to a sign, $a_p$ acting on a normalized antisymmetric function $\Psi$ gives $\sqrt n\int\phi_p^*(n)\Psi(1,\dots,n)$. Since the orbitals $p$ are complete in the shell, $\sum_p\|P_{J'}a_p\Psi\|^2$ is $n$ times the probability that electrons $1,\dots,n-1$ are in the level $\alpha'S'L'J'$.

In (6) that level can come from one parent term, whose amplitude is $c$. There $S'$ and $\frac12$ are coupled to $S$, and $L'$ and $l$ to $L$. The probability requires $S'$ and $L'$ coupled to $J'$, and $\frac12$ and $l$ to $j$. The 9j symbol is defined by this change of coupling:

$$
\begin{aligned}
|(S'\tfrac12)S,(L'l)L;JM\rangle=\sum_{J'j}&\sqrt{(2S+1)(2L+1)(2J'+1)(2j+1)}\\
&\times\begin{Bmatrix}S'&\frac12&S\\L'&l&L\\J'&j&J\end{Bmatrix}
|(S'L')J',(\tfrac12l)j;JM\rangle .
\end{aligned}\tag{7}
$$

The states on the right are orthonormal, so different $j$ add as squares. Multiplying by $nc^2$ gives (1).

Two sum rules follow. The squared coefficients in (7) sum to one, so

$$
\sum_{J'}I(J')=nc^2 ,\tag{8}
$$

and the sum over all parents is $n$. If all states of the initial term are equally populated, level $J$ has weight $(2J+1)/[(2S+1)(2L+1)]$. The 9j orthogonality relation $\sum_{Jj}(2J+1)(2j+1)\{\cdots\}^2=1/[(2S'+1)(2L'+1)]$ then gives

$$
\bar I(J')=nc^2\frac{2J'+1}{(2S'+1)(2L'+1)} .\tag{9}
$$

A filled f shell is a simple limit. With $S=L=J=0$, angular momentum conservation forces $j=J'$, and the strength is the number of electrons with that $j$: 8 for $J'=\frac72$ and 6 for $J'=\frac52$.

## Example: $f^3\,{}^4I_{9/2}\to f^2$

The parentage can be found by hand. The state of ${}^4I$ with all spins up and $M_L=6$ is the determinant $\{3,2,1\}$, labelled by $m$. Removing one electron leaves $\{3,2\}$, $\{3,1\}$ or $\{2,1\}$, each with probability $\frac13$. Triplets of $f^2$ have $L'=1,3,5$, so the first two pairs, with $M_L=5$ and 4, are pure ${}^3H$. To resolve the third, lower the state ${}^3H$, $M_L=4$:

$$
L_-\{3,1\}=\sqrt{12}\,\{3,0\}+\sqrt6\,\{2,1\}.\tag{10}
$$

The squared norm is 18, so $\{2,1\}$ is ${}^3H$ with probability $\frac6{18}=\frac13$. The remainder is ${}^3F$, because ${}^3P$ has no $M_L=3$. Hence

$$
c^2({}^3H)=\tfrac13\left(1+1+\tfrac13\right)=\tfrac79,\qquad c^2({}^3F)=\tfrac29 .\tag{11}
$$

By (8) the two terms carry $3\cdot\frac79=2.3333$ and $3\cdot\frac29=0.6667$ electrons. Equation (1) distributes them as follows. The energies, counted from ${}^3H_4$, are differences of expectation values in pure $LS$ levels for the round parameters $F^2=12$, $F^4=8$, $F^6=6$ and $\zeta=0.1$ eV.

| Level | Energy (eV) | $I$, from (1) | $\bar I$, from (9) |
|---|---|---|---|
| ${}^3H_4$ | 0.000 | 1.8898 | 0.6364 |
| ${}^3H_5$ | 0.250 | 0.4242 | 0.7778 |
| ${}^3H_6$ | 0.550 | 0.0193 | 0.9192 |
| ${}^3F_2$ | 0.810 | 0.5628 | 0.1587 |
| ${}^3F_3$ | 0.960 | 0.0985 | 0.2222 |
| ${}^3F_4$ | 1.160 | 0.0054 | 0.2857 |

The spacings within a term follow from $\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$. Inside a triplet each $\mathbf s_i$ acts as $\mathbf S'/2$, since $\mathbf s_1-\mathbf s_2$ connects triplet to singlet. The energy is $(\zeta/2)\,\mathbf S'\cdot\mathbf L'$, and from $J'=4$ to 5 it rises by $(\zeta/4)(30-20)=0.25$ eV.

The preference for low $J'$ reflects the initial coupling. For fixed parent and fixed $S$, $L$, the projection theorem replaces $\mathbf S'$ by $g_S\mathbf S$ and $\mathbf L'$ by $g_L\mathbf L$. For ${}^3H$,

$$
g_S=\frac{\frac{15}4+2-\frac34}{2\cdot\frac{15}4}=\frac23,\qquad
g_L=\frac{42+30-12}{2\cdot42}=\frac57 .\tag{12}
$$

In ${}^4I_{9/2}$, $\mathbf S\cdot\mathbf L=\frac12(\frac{99}4-\frac{15}4-42)=-\frac{21}2$, so the parent has $\langle\mathbf S'\cdot\mathbf L'\rangle=\frac23\cdot\frac57\cdot(-\frac{21}2)=-5$. The possible values are $-6,-1,5$ for $J'=4,5,6$, so the mean lies close to that of $J'=4$. The table agrees: $[1.8898(-6)+0.4242(-1)+0.0193(5)]/2.3333=-5.00$.

The $M$ average matters. It gives ${}^3H_4$ a share of 0.630 of the total. With $M=\frac92$ alone, light polarized along $z$, and radial amplitudes 0.4 and 1.0 into d and g waves, the share is 0.674.

Spin–orbit coupling also mixes final terms of equal $J'$. Keep the initial level pure and diagonalize the $f^2$ Hamiltonian. The three $J'=4$ levels then have strengths 1.8503, 0.0108 and 0.0341. Their sum, 1.8952, equals the pure $LS$ sum $1.8898+0.0054$, because the projector on all states of a given $J'$ is unaffected by mixing among them.

The individual strengths are not weighted averages of the $LS$ strengths. The middle level is 1.36% ${}^3H$ and 57.99% ${}^3F$, the rest being ${}^1G$, which has no strength of its own here. Adding intensities would give $0.0136\cdot1.8898+0.5799\cdot0.0054=0.029$, not 0.0108. The amplitudes of the two triplets interfere, so in place of (1) the amplitudes must be summed over the terms for each $j$, then squared, and the squares added over $j$.

Keeping the initial level pure isolates the final-state mixing but is not a consistent approximation. The same $\zeta$ makes the $f^3$ ground level only 98.2% ${}^4I$, and with that level the three $J'=4$ strengths become 1.999, 0.0007 and 0.006. A comparison with a real spectrum needs intermediate coupling in both ions.

## The exchange interaction of an s hole

Consider now $s^2l^n\to s^1l^n$, neglecting spin–orbit coupling. The direct interaction of the $s$ electron with the open shell is $nF^0$, the same for every state of the configuration. The exchange interaction involves the Slater integral

$$
G^l=\int_0^\infty\!\!\int_0^\infty R_s(r_1)R_l(r_1)\frac{r_<^l}{r_>^{l+1}}
R_s(r_2)R_l(r_2)\,r_1^2r_2^2\,dr_1dr_2 .\tag{13}
$$

In the multipole expansion of $1/r_{12}$, the angular factor at each electron is $\langle00|C^k_q|lm\rangle$ or its conjugate, with $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$. Since $Y_{00}=1/\sqrt{4\pi}$ is constant, orthogonality of the spherical harmonics leaves $k=l$ and $q=-m$, with magnitude $1/\sqrt{2l+1}$. The exchange integral is thus diagonal in $m$ and equal for all $m$:

$$
K=\frac{G^l}{2l+1}.\tag{14}
$$

Let $s_\sigma$ and $b_{m\sigma}$ remove electrons from the two shells. The two equal exchange terms of the Coulomb operator cancel its factor $\frac12$. Moving $s_{\sigma'}$ to the left past $b^\dagger_{m\sigma'}$ gives a minus sign:

$$
H_{\rm ex}=K\sum_{m\sigma\sigma'}s_\sigma^\dagger b_{m\sigma'}^\dagger s_{\sigma'}b_{m\sigma}
=-K\sum_{\sigma\sigma'}s_\sigma^\dagger s_{\sigma'}\sum_m b_{m\sigma'}^\dagger b_{m\sigma}.\tag{15}
$$

The spin sum is half the product of the electron numbers, $1\cdot n$, plus twice the scalar product of the spins:

$$
H_{\rm ex}=-K\left(\frac n2+2\,\mathbf s\cdot\mathbf S\right).\tag{16}
$$

This operator contains the open shell through its total spin and electron number. It commutes with the Coulomb Hamiltonian of $l^n$ and so does not mix its terms. For total spin $S_t$,

$$
2\,\mathbf s\cdot\mathbf S=S_t(S_t+1)-S(S+1)-\tfrac34=
\begin{cases}S,&S_t=S+\frac12\\-(S+1),&S_t=S-\frac12.\end{cases}\tag{17}
$$

The exchange energies are $-K(\frac n2+S)$ and $-K(\frac n2-S-1)$. Their difference is $(2S+1)K$, the splitting in (2). The high-spin ion has the lower energy, so its line has the lower binding energy.

For the intensities, removing one $s$ electron leaves the other, with spin projection $\sigma=\pm\frac12$, beside the unchanged state $|SM\rangle$. By (17), the projectors on the two total spins are

$$
P_+=\frac{S+1+2\,\mathbf s\cdot\mathbf S}{2S+1},\qquad
P_-=\frac{S-2\,\mathbf s\cdot\mathbf S}{2S+1}.\tag{18}
$$

In $|SM\rangle|\sigma\rangle$ the expectation value of $2\,\mathbf s\cdot\mathbf S$ is $2\sigma M$, which cancels in the sum over $\sigma$. Hence

$$
I(S+\tfrac12)=\frac{2(S+1)}{2S+1},\qquad I(S-\tfrac12)=\frac{2S}{2S+1}.\tag{19}
$$

The sum is 2, the number of $s$ electrons, and the ratio is that in (2). It holds for each $M$ separately, provided both photoelectron spins are collected and the dipole amplitude is the same for both lines. The ratio tends to 1 for large $S$.

## Example: a 3s hole beside an open d shell

Take hydrogenic 3s and 3d orbitals with effective charge 10, whose mean radii are 0.714 and 0.556 Å. Equation (13) gives $G^2=6.2005$ eV (0.2279 hartree), so $K=6.2005/5=1.2401$ eV.

- For $d^5$ with $S=\frac52$, the splitting is $6\times1.2401=7.441$ eV. The strengths are $7/6=1.167$ and $5/6=0.833$, with ratio 1.4.
- For $d^2$ with $S=1$, the splitting is $3\times1.2401=3.720$ eV. The strengths are $4/3$ and $2/3$, with ratio 2.

Diagonalizing the full determinant Hamiltonian of each configuration $s^1d^n$ reproduces both splittings, as the numerical check shows. The hydrogenic orbitals only illustrate the formula and do not describe a real ion. Hartree–Fock orbitals of Mn$^{2+}$ ($d^5$) have mean radii of about 0.46 Å for 3s and 0.58 Å for 3d, in the opposite order, and give $K\approx2.2$ eV and a single-configuration splitting of about 13.3 eV.

These are results for a single configuration. For $d^5\,{}^6S$ the final states are ${}^7S$ and ${}^5S$, and the configuration $3s^23p^43d^6$ has the same parity. Total spin 3 requires $p^4\,{}^3P$ and $d^6\,{}^5D$, whose orbital momenta 1 and 2 couple to $L=1,2,3$ but not to 0. This configuration therefore has no ${}^7S$ term, while it has three ${}^5S$ terms. Coulomb mixing with it can shift the low-spin line and divide its strength among several states, but leaves the high-spin line untouched. Both laws in (2) can then fail, and the effect is large. With frozen Hartree–Fock orbitals of Mn$^{2+}$, mixing with this one configuration reduces the splitting from about 13.3 to about 3.9 eV and leaves 0.55 of the low-spin strength 0.83 in the main line, the rest going to three states near 22.6, 23.3 and 43 eV above the ${}^7S$ line. Other configurations of the 3s, 3p and 3d shells do contain ${}^7S$ terms; including all of them lowers the high-spin line by about 0.7 eV.

## Computed results

```
f3 4I9/2 -> f2; strengths are in electrons
F2, F4, F6 = 12.0, 8.0, 6.0 eV
zeta = 0.10 eV
c^2 of parent 3F = 0.222222
c^2 of parent 3H = 0.777778
pure LS: level, E above lowest (eV), strength, term average
  3H4 0.0000 1.88981 0.63636
  3H5 0.2500 0.42424 0.77778
  3H6 0.5500 0.01928 0.91919
  3F2 0.8097 0.56277 0.15873
  3F3 0.9597 0.09848 0.22222
  3F4 1.1597 0.00541 0.28571
sum of LS strengths = 3.00000
3H4 share, M averaged = 0.62994
3H4 share, M=9/2 only, z-polarized = 0.67388
d and g wave amplitudes used = 0.4, 1.0 (relative)
mixed: J', E above lowest (eV), strength, 3H part, 3F part
  4 0.0000 1.85026 0.9765 0.0006
  5 0.2780 0.42424 1.0000 0.0000
  6 0.5727 0.01925 0.9982 0.0000
  2 0.8090 0.55511 0.0000 0.9864
  3 0.9877 0.09848 0.0000 1.0000
  4 1.0274 0.01084 0.0136 0.5799
  4 1.4110 0.03412 0.0099 0.4195
  2 2.8885 0.00740 0.0000 0.0132
  6 3.4520 0.00003 0.0018 0.0000
  2 3.7456 0.00026 0.0000 0.0005
3s hole: hydrogenic effective charge = 10.0
mean radius 3s = 0.7144 angstrom
mean radius 3d = 0.5556 angstrom
G2(3s,3d) = 6.20051 eV = 0.227865 hartree
G2/5 = 1.24010 eV
exchange integral, momentum space = 1.24010 eV
d5: S = 2.5, splitting from diagonalization = 7.44061 eV
d5: strengths high, low spin = 1.16667, 0.83333
d5: strength ratio = 1.40000
d2: S = 1.0, splitting from diagonalization = 3.72031 eV
d2: strengths high, low spin = 1.33333, 0.66667
d2: strength ratio = 2.00000
number of 7S terms in 3p4 3d6 = 0
number of 5S terms in 3p4 3d6 = 3
```
